# Vapour flux at the bottom of a long trench

## Problem

A long straight trench is cut into a flat surface. It has vertical walls, width $w$ and depth $h$, with aspect ratio $A=h/w=2$. Metal vapour arrives from the half-space above. Each atom flies straight once it has entered the trench and sticks where it first lands. What fraction of the flux on the open surface reaches the centre of the floor?

"Isotropic vapour" needs a definition. Let $I$ be the number of atoms arriving per unit time, per unit solid angle and per unit area normal to their direction of flight. The vapour is isotropic if $I$ is the same for every direction in the upper half-space. A surface whose normal makes an angle $\theta$ with the incoming direction presents the projected area $\cos\theta$, so its flux is

$$
J=\int_{\text{visible}} I\cos\theta\,d\Omega .
$$

The trench is first taken as infinitely long and the film as much thinner than $w$. The fraction found is therefore an initial one, before growth changes the shape.

## A first estimate by scaling

The only lengths are $w$ and $h$, so the fraction $f=J/J_0$, where $J_0$ is the open-surface flux, depends on $A$ alone. In a shallow trench almost the whole sky is visible and $f$ tends to one. In a deep trench the opening, seen from the floor centre, has an angular width of about $w/h$ in the cross-section. The full sky has angular width $\pi$ there. If all directions counted equally,

$$
f_{\text{est}}\sim\frac{w/h}{\pi}=\frac{1}{\pi A}.
$$

For $A=2$ this gives $1/(2\pi)\approx0.16$. The estimate should have the right dependence on $A$ for a deep trench, but its coefficient is uncertain because the factor $\cos\theta$ has been ignored.

## Exact solution

### The open surface

With $\theta$ measured from the vertical, $d\Omega=2\pi\sin\theta\,d\theta$ after integration over azimuth. Hence

$$
J_0=2\pi I\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi I\cdot\frac12=\pi I .
$$

### Angles suited to a trench

Let $x$ run across the trench, $y$ along it and $z$ upward. A unit vector from the floor toward the sky can be written as

$$
\mathbf u=(\cos\beta\sin\phi,\ \sin\beta,\ \cos\beta\cos\phi).
$$

Here $\phi$ is the angle from the vertical in the cross-section, and $\beta$ is the tilt out of the cross-section. Both run from $-\pi/2$ to $\pi/2$. These are longitude and latitude about the $y$ axis: a change $d\beta$ moves the tip of $\mathbf u$ by $d\beta$, and a change $d\phi$ moves it at right angles by $\cos\beta\,d\phi$. Therefore

$$
d\Omega=\cos\beta\,d\beta\,d\phi,\qquad
\cos\theta=u_z=\cos\beta\cos\phi .
$$

A line leaving the floor at $x_0$ reaches height $h$ at

$$
x=x_0+h\frac{u_x}{u_z}=x_0+h\tan\phi .
$$

The angle $\beta$ has cancelled. The walls thus limit $\phi$ but not $\beta$, as expected of a trench without ends.

### Flux on the floor

Suppose that the edges of the opening lie at angles $\phi_1$ to the left and $\phi_2$ to the right of the vertical. With unit sticking no atom arrives from a wall, so only directions through the opening contribute:

$$
J=I\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
\int_{-\phi_1}^{\phi_2}\cos\phi\,d\phi .
$$

One cosine of $\beta$ comes from the projected area and the other from the solid angle. Since $\cos^2\beta=(1+\cos2\beta)/2$ and the integral of $\cos2\beta$ over this range vanishes, the first integral is $\pi/2$. The second is $\sin\phi_2+\sin\phi_1$. Division by $J_0=\pi I$ gives

$$
\frac{J}{J_0}=\frac{\sin\phi_1+\sin\phi_2}{2}.
$$

At the centre both angles equal $\phi_c$, with $\tan\phi_c=(w/2)/h=1/(2A)$. The right triangle with sides $w/2$ and $h$ gives

$$
f=\sin\phi_c=\frac{w/2}{\sqrt{h^2+w^2/4}}
=\frac{1}{\sqrt{1+4A^2}} .
$$

For $A=2$,

$$
f=\frac1{\sqrt{17}}=0.2425 ,
$$

or about 24 percent. The edge angle is $\phi_c=14.04^\circ$.

The same flux can be summed over the area of the opening. An element $dS$ at distance $r$ subtends $d\Omega=(h/r)\,dS/r^2$, and $\cos\theta=h/r$, so

$$
f=\int_{\text{opening}}\frac{h^2}{\pi r^4}\,dS .
$$

Numerical integration of this expression also gives 0.2425.

### Where the other atoms go

At a distance $x$ from the left wall, the general floor formula reads

$$
\frac{J(x)}{J_0}=\frac12\left[\frac{x}{\sqrt{x^2+h^2}}
+\frac{w-x}{\sqrt{(w-x)^2+h^2}}\right].
$$

In the corner, $x\to0$, this is $1/(2\sqrt{1+A^2})=0.2236$. The two terms have equal averages over the floor, so the mean is

$$
\bar f=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+h^2}}
=\frac{\sqrt{w^2+h^2}-h}{w}=\sqrt{1+A^2}-A=0.2361 .
$$

The floor is covered rather evenly: its corner receives about 8 percent less than its centre.

A point on the left wall at depth $d$ below the opening has its normal along $+x$. The cosine factor is now $u_x=\cos\beta\sin\phi$, and the visible range is $0<\phi<\phi_d$, with $\tan\phi_d=w/d$. Thus

$$
\frac{J_{\text{wall}}}{J_0}=\frac12\int_0^{\phi_d}\sin\phi\,d\phi
=\frac12\left(1-\frac{d}{\sqrt{d^2+w^2}}\right).
$$

This falls from $1/2$ at the top to 0.0528 at the foot. Both walls together take the following share of the entering atoms:

$$
\frac2w\int_0^h\frac12\left(1-\frac{d}{\sqrt{d^2+w^2}}\right)dd
=\frac{h-\sqrt{h^2+w^2}+w}{w}=1+A-\sqrt{1+A^2}.
$$

Its value is 0.7639. Adding the floor share $\sqrt{1+A^2}-A$ gives one, so every entering atom is accounted for. The low flux on the floor is the counterpart of what the walls collect.

### A round hole

A round hole of diameter $w$ limits the view in every azimuth. At its floor centre the polar angle runs from zero to the same $\phi_c$, so

$$
f_{\text{hole}}=\frac{2\pi I}{\pi I}\int_0^{\phi_c}\cos\theta\sin\theta\,d\theta
=\sin^2\phi_c=\frac1{1+4A^2}.
$$

For $A=2$ this is 0.0588. The trench receives about four times as much because its view remains open along $y$.

## Comparison of the two answers

The scaling estimate gave 0.16 and the exact solution gives 0.2425, larger by a factor of about 1.5. The discrepancy has two parts.

First, the angular width was approximated by $w/h$. The exact width is $2\phi_c$, and the visible solid angle is

$$
\Omega_{\text{vis}}=\int_{-\pi/2}^{\pi/2}\cos\beta\,d\beta\int_{-\phi_c}^{\phi_c}d\phi=4\phi_c .
$$

Its share of the hemisphere is $4\phi_c/(2\pi)=2\phi_c/\pi=0.1560$. This hardly differs from the estimate.

Second, the visible directions are more effective than average. Over the whole hemisphere the mean of $\cos\theta$ is $J_0/(2\pi I)=1/2$. Over the visible part it is

$$
\langle\cos\theta\rangle_{\text{vis}}=\frac{\pi\sin\phi_c}{4\phi_c},
$$

which tends to $\pi/4$ for a deep trench. The ratio of the two means tends to $\pi/2$, the factor missing from the estimate. With it restored, $f\approx1/(2A)$. Expansion of the exact result for large $A$ confirms this:

$$
f=\frac1{2A}\left(1+\frac1{4A^2}\right)^{-1/2}
=\frac1{2A}\left(1-\frac1{8A^2}+\cdots\right).
$$

At $A=2$ the leading term is 0.25, already within about 3 percent of the exact value. For a shallow trench the expansion does not apply, and the full formula gives $f\to1$.

## A trench of interconnect size

Take $w=50$ nm, $h=100$ nm and a field film, meaning the film on the open surface, that grows at 0.10 nm/s for 50 s. Its final thickness is 5.0 nm. With the geometry held fixed, the floor centre grows at

$$
0.2425\times0.10\ \text{nm/s}=0.0243\ \text{nm/s}
$$

and collects $0.2425\times5.0\ \text{nm}=1.21$ nm. The following estimates relax one assumption at a time and are not meant to be added.

### Growth of the lips

Film on the upper edges narrows the opening. Near an isolated edge, consider a facet whose normal is tilted by $\alpha$ from the vertical toward the trench. It sees sky directions from $\phi=\alpha-\pi/2$ to $\pi/2$, so its relative flux is

$$
\frac12\int_{\alpha-\pi/2}^{\pi/2}\cos(\phi-\alpha)\,d\phi
=\frac{1+\cos\alpha}{2}.
$$

Let $t$ be the field thickness. An arc of radius $t/2$, centred $t/2$ above the original edge, has points

$$
X=\frac t2\sin\alpha,\qquad Z=\frac t2+\frac t2\cos\alpha
$$

relative to that edge. Its normal advance per unit $t$ is

$$
\frac{dX}{dt}\sin\alpha+\frac{dZ}{dt}\cos\alpha
=\frac{\sin^2\alpha+\cos\alpha+\cos^2\alpha}{2}
=\frac{1+\cos\alpha}{2},
$$

as required. The arc also joins the field film at $\alpha=0$ and a wall film of thickness $t/2$ at $\alpha=\pi/2$.

If the floor film has thickness $s$, the arc's centre lies at height $R=h+t/2-s$ above it and at horizontal distance $w/2$. The line of sight touching the arc has angle

$$
\phi_t=\arctan\frac{w/2}{R}
-\arcsin\frac{t/2}{\sqrt{(w/2)^2+R^2}},\qquad
\frac{ds}{dt}=\sin\phi_t .
$$

Integration to $t=5.0$ nm gives $s=1.15$ nm, which is about 5 percent less than with fixed geometry. The final relative flux is 0.216, down by about 11 percent from its initial value. Shadowing of one lip by the other is neglected; it would slow their sideways growth.

### Gas above the wafer

Gas can randomize the directions of flight, but an absorbing surface sends no atoms back, so the arriving intensity is greater near the vertical than near the horizon. Let $\tau$ be the height above the surface in mean free paths, and $\mu=\cos\theta$. Suppose that scattering is isotropic and supplies intensity at a rate $C(q+\tau)$ per mean free path, with $C$ and $q$ constant. An atom scattered at height $\tau$ travels $\tau/\mu$ mean free paths to the surface, so

$$
I(\mu)=\int_0^\infty C(q+\tau)e^{-\tau/\mu}\frac{d\tau}{\mu}=C(q+\mu).
$$

The flux onto the surface is $2\pi C\int_0^1\mu(q+\mu)d\mu=2\pi C(q/2+1/3)$. Far above the surface the same integral along a ray gives $C(q+\tau+\mu)$, with $\mu$ negative for atoms moving away. The net downward flux there is

$$
2\pi C\int_{-1}^{1}\mu(q+\tau+\mu)\,d\mu=\frac{4\pi C}{3}.
$$

The gas absorbs no metal, so the two fluxes are equal. This requires $q/2+1/3=2/3$, or $q=2/3$.

At the floor centre the constant part of the intensity contributes $\pi q\sin\phi_c$. The part proportional to $\mu$ contributes

$$
\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta\int_{-\phi_c}^{\phi_c}\cos^2\phi\,d\phi
=\frac43(\phi_c+\sin\phi_c\cos\phi_c).
$$

Dividing their sum by $4\pi/3$ gives

$$
f_{\text{gas}}=\frac{\sin\phi_c}{2}
+\frac{\phi_c+\sin\phi_c\cos\phi_c}{\pi}
\approx0.121+0.153=0.274 .
$$

This is 13 percent above the isotropic value. The linear source is an approximation near the surface. A simulation of 100,000 atoms, started four mean free paths above the surface with a reflecting boundary at eight, gives 0.275.

### Incomplete sticking

Let the sticking probability be $S=0.9$, and let the remaining atoms leave with a cosine distribution. A strip of wall or floor of width $d\ell'$, at distance $\rho$ in the cross-section, occupies an angle $d\phi=\cos\gamma'\,d\ell'/\rho$. Here $\gamma$ and $\gamma'$ are the angles between the joining line and the normals at the receiver and the strip. The strip emits like a piece of sky with intensity $(1-S)J'/\pi$, so

$$
J=J_{\text{direct}}+(1-S)\int
\frac{\cos\gamma\cos\gamma'}{2\rho}\,J'\,d\ell' .
$$

The numerical solution at the floor centre is $0.254J_0$, an increase of 4.7 percent. The same factor $S$ multiplies deposition on the floor and on the open surface, so it cancels from their ratio.

The size of the change can be understood from the view. The walls fill $1-0.2425\approx0.76$ of the cosine-weighted view, and one tenth of what they receive is re-emitted. The increase of 0.0115 thus corresponds to a weighted mean wall flux of $0.0115/(0.1\times0.76)\approx0.15$ in units of $J_0$. This lies between the direct values at the wall's foot and top.

### Ends and collisions

For a trench 1000 nm long, cutting the area integral at the ends lowers the centre flux to 0.2417, a change of $-0.33$ percent.

Collisions inside the trench matter even less. For like particles with collision diameter $D$, the cross-section is $\pi D^2$ and the number density is $p/(k_BT)$. The difference of two independent thermal velocities has twice the variance of either one, so the mean relative speed is $\sqrt2$ times the mean speed. Hence

$$
\lambda=\frac{k_BT}{\sqrt2\,\pi D^2p}.
$$

At 400 K and 10 mTorr, with $D=0.4$ nm, $\lambda\approx6$ mm and $h/\lambda\approx2\times10^{-5}$. For a thermal metal atom of mass $m$ in a gas of atomic mass $m_g$, $\sqrt2$ is replaced by $\sqrt{1+m/m_g}$. A heavy metal atom in argon therefore has a somewhat shorter path, still of the order of millimetres. Straight flight within the trench is therefore compatible with many collisions above the wafer, provided that the source is many mean free paths away.

### Surface diffusion

Let an atom make hops of length $a=0.25$ nm at a total rate $\Gamma=\nu e^{-E/k_BT}$, equally often in four perpendicular directions. Half the hops are across the trench, each adding $a^2$ to the mean square displacement. Before burial by one layer, after a time $\tau_b$, the rms displacement across the trench is

$$
\Delta x=a\sqrt{\Gamma\tau_b/2},\qquad
\tau_b=\frac{0.25\ \text{nm}}{0.0243\ \text{nm/s}}\approx10.3\ \text{s}.
$$

With the illustrative values $\nu=10^{13}$ s$^{-1}$ and $E=0.90$ eV, which do not describe a particular metal, $\Delta x=3.8$ nm at 400 K. This is well below the half-width of 25 nm, but it depends exponentially on the barrier. Setting $\Delta x=w/2$ and solving for the barrier gives

$$
E_*=k_BT\ln\frac{\nu\tau_b a^2}{2(w/2)^2}=0.77\ \text{eV}.
$$

The estimate ignores capture at steps and islands, which would shorten the path. Terrace hopping barriers of copper on its low-index faces are well below $E_*$, so for such a film this capture, and not the formula above, limits the path, and the value of 3.8 nm does not carry over. At this temperature and growth rate, a barrier near or below $E_*$ would let atoms that escape capture move across the floor before burial. The landing flux alone would then no longer fix the film thickness at the floor centre. Near a corner even a few nanometres can matter if atoms can pass from floor to wall, because the landing flux drops there from $0.2236J_0$ to $0.0528J_0$.

### The real case

The dimensions and pressure were chosen to resemble sputter deposition into a damascene interconnect trench; the growth rate is only illustrative. The sputtered film there usually serves as a liner or seed, and copper filling is commonly done by electroplating. The assumption of isotropy can be strongly broken there, because many sputter sources ionize part of the metal and a wafer bias can direct the ions downward. If a fraction $\chi$ of the open-surface flux arrives vertically and the rest isotropically, the initial centre fraction is

$$
f_\chi=\chi+(1-\chi)f .
$$

For an illustrative $\chi=0.5$ this gives $0.5+0.5\times0.2425\approx0.62$, provided that the ions arrive well within the edge angle of $14^\circ$, stick and do not resputter the film. The value of 24 percent thus belongs to isotropic arrival, and directed metal can raise it far more than the other corrections estimated here. The numerical values are collected in the output below.

## Table of computed values

```
Trench width: 50 nm
Trench depth: 100 nm
Trench length: 1000 nm
Aspect ratio: 2.0 (no unit)
Edge angle at floor centre: 14.04 degrees
Centre/open flux, formula: 0.2425 (no unit)
Centre/open flux, area integral: 0.2425 (no unit)
Centre/open flux: 24.25 percent
Floor-corner/open flux: 0.2236 (no unit)
Floor-mean/open flux, formula: 0.2361 (no unit)
Floor-mean/open flux, rays: 0.2358 (no unit)
Share of entering atoms on both walls: 0.7639 (no unit)
Wall-foot/open flux: 0.0528 (no unit)
Visible solid-angle fraction: 0.1560 (no unit)
Round-hole centre/open flux: 0.0588 (no unit)
Field growth rate: 0.10 nm/s
Deposition time: 50 s
Field film: 5.0 nm
Initial floor-centre growth rate: 0.0243 nm/s
Floor film, fixed geometry: 1.213 nm
Floor film, growing lips: 1.147 nm
Thickness change from lips: -5.4 percent
Final centre/open flux with lips: 0.2162 (no unit)
Final flux change from lips: -10.9 percent
Centre/open flux, gas angular law: 0.2741 (no unit)
Same, random flights: 0.2747 (no unit)
Change from gas angular law: 13.0 percent
Trial sticking probability: 0.9 (no unit)
Centre/open flux at this sticking: 0.2540 (no unit)
Change from incomplete sticking: 4.7 percent
Centre/open flux, finite length: 0.2417 (no unit)
Change from finite length: -0.33 percent
Gas and surface temperature: 400 K
Gas pressure: 10 mTorr
Collision diameter: 0.4 nm
Mean free path: 5.83 mm
Trench depth/mean free path: 1.72e-05 (no unit)
Surface hop length: 0.25 nm
Surface attempt rate: 1.0e+13 1/s
Surface hop barrier: 0.90 eV
Time to bury one layer: 10.3 s
Rms displacement across trench: 3.84 nm
Barrier for half-width displacement: 0.771 eV
```
